# The Mixed One-Body Green's Function as a Logarithmic Derivative of the Overlap: a numerical check

```python
"""
Result under test: for two N-electron determinants with orbital matrices Phi, Psi
(M x N, orthonormal one-particle basis, nonzero overlap O = det(Psi^dagger Phi)),
  d ln <Psi|exp(sum A_ij c_i^dagger c_j)|Phi> / dA_ij at A=0
     = <Psi|c_i^dagger c_j|Phi>/<Psi|Phi> = P_ji,
  P = Phi (Psi^dagger Phi)^-1 Psi^dagger.
The independent side is built from explicit fermion operators in Fock space.
The example is the local energy of a walker in an open Hubbard chain:
K = hopping matrix, U = on-site repulsion, x_i = auxiliary field, gamma = its strength.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import e as elementary_charge


def make_creators(n_modes):
    """Creation operators as matrices, with the fermion sign strings."""
    raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    creators = []
    for mode in range(n_modes):
        op = np.eye(1)
        for k in range(n_modes):
            factor = sign if k < mode else raise_one if k == mode else np.eye(2)
            op = np.kron(op, factor)
        creators.append(op)
    return creators


def fock_state(orbitals, creators):
    """c^dagger(phi_1) ... c^dagger(phi_N) acting on the vacuum."""
    state = np.zeros(creators[0].shape[0], dtype=complex)
    state[0] = 1.0
    for n in reversed(range(orbitals.shape[1])):
        state = sum(orbitals[i, n] * (creators[i] @ state)
                    for i in range(len(creators)))
    return state


def fock_one_body(matrix, creators):
    total = np.zeros(creators[0].shape, dtype=complex)
    for i, j in np.argwhere(matrix != 0):
        total += matrix[i, j] * (creators[i] @ creators[j].T)
    return total


def overlap(psi, phi):
    return np.linalg.det(psi.conj().T @ phi)


def mixed_matrix(psi, phi):
    return phi @ np.linalg.solve(psi.conj().T @ phi, psi.conj().T)


def unit(i, j, size):
    matrix = np.zeros((size, size))
    matrix[i, j] = 1.0
    return matrix


def close(a, b, tol=1e-9):
    a, b = np.asarray(a), np.asarray(b)
    return np.max(np.abs(a - b)) < tol * max(1.0, np.max(np.abs(b)))


# ---------- general tests with complex, non-orthonormal orbitals ----------
rng = np.random.default_rng(7)


def random_complex(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


M, N = 5, 3
cre = make_creators(M)
Psi, Phi = random_complex(M, N), random_complex(M, N)
bra, ket = fock_state(Psi, cre), fock_state(Phi, cre)
O = overlap(Psi, Phi)
P = mixed_matrix(Psi, Phi)
assert close(np.vdot(bra, ket), O)

# exponential of a one-body operator maps a determinant to a determinant
A, B = 0.3 * random_complex(M, M), 0.3 * random_complex(M, M)
A_op, B_op = fock_one_body(A, cre), fock_one_body(B, cre)
assert close(expm(A_op) @ ket, fock_state(expm(A) @ Phi, cre))

# expectation values in Fock space, and derivatives along real and imaginary steps
direct = np.array([[np.vdot(bra, cre[i] @ (cre[j].T @ ket))
                    for j in range(M)] for i in range(M)]) / np.vdot(bra, ket)
assert close(direct, P.T)
assert not close(direct, P, 1e-2)          # the index order matters
companion = np.array([[np.vdot(bra, cre[j].T @ (cre[i] @ ket))
                       for j in range(M)] for i in range(M)]) / np.vdot(bra, ket)
assert close(companion, np.eye(M) - P.T)
for h in (1e-5, 1e-5j):
    slope = np.array([[(overlap(Psi, expm(h * unit(i, j, M)) @ Phi)
                        - overlap(Psi, expm(-h * unit(i, j, M)) @ Phi)) / (2 * h * O)
                       for j in range(M)] for i in range(M)])
    assert close(slope, direct, 1e-7)      # finite-difference rounding

# exact overlap ratio for a finite step along one generator
step = 0.7
for i in range(M):
    for j in range(M):
        ratio = overlap(Psi, expm(step * unit(i, j, M)) @ Phi) / O
        growth = np.exp(step) - 1 if i == j else step
        assert close(ratio, 1 + growth * P[j, i])

# derivative with respect to the orbital coefficients
h = 1e-5
gradient = np.zeros((M, N), dtype=complex)
for j in range(M):
    for n in range(N):
        change = np.zeros((M, N))
        change[j, n] = h
        gradient[j, n] = (overlap(Psi, Phi + change)
                          - overlap(Psi, Phi - change)) / (2 * h * O)
assert close(Phi @ gradient.T, direct.T, 1e-7)

# projector properties and independence of the choice of columns
assert close(P @ P, P) and close(np.trace(P), N)
assert close(P @ Phi, Phi) and close(Psi.conj().T @ P, Psi.conj().T)
assert np.linalg.norm(P - P.conj().T) > 1e-2
assert np.max(np.abs(np.diag(P).imag)) > 1e-3
assert close(mixed_matrix(Psi @ random_complex(N, N), Phi @ random_complex(N, N)), P)

# product of two one-body operators, and the derivative of P behind it
product = np.vdot(bra, A_op @ (B_op @ ket)) / np.vdot(bra, ket)
wick = np.trace(A @ P) * np.trace(B @ P) + np.trace(A @ (np.eye(M) - P) @ B @ P)
assert close(product, wick)
P_slope = (mixed_matrix(Psi, expm(h * B) @ Phi)
           - mixed_matrix(Psi, expm(-h * B) @ Phi)) / (2 * h)
assert close(P_slope, (np.eye(M) - P) @ B @ P, 1e-6)

# approach to a node: P diverges, overlap times P stays finite
Q = np.linalg.qr(Psi)[0]
Phi_node = Phi.copy()
Phi_node[:, 0] -= Q @ (Q.conj().T @ Phi[:, 0])
ket_node = fock_state(Phi_node, cre)
numerator = np.array([[np.vdot(bra, cre[i] @ (cre[j].T @ ket_node))
                       for j in range(M)] for i in range(M)])
assert abs(np.vdot(bra, ket_node)) < 1e-10 * np.max(np.abs(numerator))
direction = random_complex(M, N)
near, nearer = Phi_node + 1e-5 * direction, Phi_node + 1e-6 * direction
limit = overlap(Psi, nearer) * mixed_matrix(Psi, nearer)
assert np.max(np.abs(limit - numerator.T)) < 1e-3 * np.max(np.abs(numerator))
norm_ratio = (np.linalg.norm(mixed_matrix(Psi, nearer))
              / np.linalg.norm(mixed_matrix(Psi, near)))
overlap_ratio = abs(overlap(Psi, near) / overlap(Psi, nearer))
assert abs(norm_ratio / overlap_ratio - 1) < 1e-2

# ---------- worked example: walker in an open Hubbard chain ----------
sites, n_up, n_dn = 4, 2, 1
hopping, U, gamma = 1.0, 4.0, 0.5          # eV, eV, dimensionless
field = np.array([1.0, -1.0, 1.0, 1.0])
K = -hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
levels, orbitals = np.linalg.eigh(K)
orbitals = orbitals * np.sign(orbitals[0])
psi_up, psi_dn = orbitals[:, :n_up], orbitals[:, :n_dn]
phi_up = np.exp(gamma * field)[:, None] * psi_up
phi_dn = np.exp(-gamma * field)[:, None] * psi_dn
S_up = psi_up.T @ phi_up
O_up, O_dn = overlap(psi_up, phi_up), overlap(psi_dn, phi_dn)
P_up, P_dn = mixed_matrix(psi_up, phi_up), mixed_matrix(psi_dn, phi_dn)


def energy_parts(p_up, p_dn):
    return np.trace(K @ (p_up + p_dn)), U * np.sum(np.diag(p_up) * np.diag(p_dn))


E_hop, E_int = energy_parts(P_up, P_dn)
E_local = E_hop + E_int
E_trial = sum(energy_parts(psi_up @ psi_up.T, psi_dn @ psi_dn.T))
level_sum = levels[:n_up].sum() + levels[:n_dn].sum()


def join_spins(up, dn):
    return np.block([[up, np.zeros((up.shape[0], dn.shape[1]))],
                     [np.zeros((dn.shape[0], up.shape[1])), dn]])


cre = make_creators(2 * sites)
number = [c @ c.T for c in cre]
H = fock_one_body(join_spins(K, K), cre)
H = H + U * sum(number[i] @ number[i + sites] for i in range(sites))
trial = fock_state(join_spins(psi_up, psi_dn), cre)
walker = fock_state(join_spins(phi_up, phi_dn), cre)
E_fock = (np.vdot(trial, H @ walker) / np.vdot(trial, walker)).real
count_up = np.diag(sum(number[:sites]))
count_dn = np.diag(sum(number[sites:]))
sector = np.flatnonzero((np.abs(count_up - n_up) < 0.1)
                        & (np.abs(count_dn - n_dn) < 0.1))
E_ground = np.linalg.eigvalsh(H[np.ix_(sector, sector)])[0]

assert close(np.vdot(trial, walker), O_up * O_dn)
assert close(E_local, E_fock)
assert close(E_trial, np.vdot(trial, H @ trial).real)
assert close(E_hop, level_sum)

lam = 0.1
O_off = overlap(psi_up, expm(lam * unit(0, 1, sites)) @ phi_up)
O_diag = overlap(psi_up, expm(lam * unit(0, 0, sites)) @ phi_up)
from_off = (O_off / O_up - 1) / lam
from_diag = (O_diag / O_up - 1) / (np.exp(lam) - 1)
assert close(from_off, P_up[1, 0]) and close(from_diag, P_up[0, 0])


def show(label, values):
    print(label, " ".join(f"{v:9.6f}" for v in np.atleast_1d(values)))


print(f"sites {sites}, up electrons {n_up}, down electrons {n_dn}")
print(f"hopping {hopping:.1f} eV, U {U:.1f} eV, gamma {gamma:.1f}")
show("field x_i:", field)
show("hopping levels (eV):", levels)
show("trial orbital 1:", orbitals[:, 0])
show("trial orbital 2:", orbitals[:, 1])
show("up site factors exp(gamma x):", np.exp(gamma * field))
show("down site factors exp(-gamma x):", np.exp(-gamma * field))
for r in range(n_up):
    show(f"up overlap matrix row {r + 1}:", S_up[r])
S_inverse = np.linalg.inv(S_up)
for r in range(n_up):
    show(f"its inverse row {r + 1}:", S_inverse[r])
show("up overlap O_up:", O_up)
show("down overlap O_dn:", O_dn)
show("total overlap:", O_up * O_dn)
for r in range(sites):
    show(f"P_up row {r + 1}:", P_up[r])
for r in range(sites):
    show(f"P_dn row {r + 1}:", P_dn[r])
show("trace P_up, trace P_dn:", [np.trace(P_up), np.trace(P_dn)])
show("finite step lambda:", lam)
show("O_up after exp(lambda c1^dagger c2):", O_off)
show("(ratio-1)/lambda, equals P_up(2,1):", from_off)
show("O_up after exp(lambda n1):", O_diag)
show("(ratio-1)/(exp(lambda)-1), equals P_up(1,1):", from_diag)
show("site products P_up(i,i) P_dn(i,i):", np.diag(P_up) * np.diag(P_dn))
show("hopping part of local energy (eV):", E_hop)
show("sum of occupied levels (eV):", level_sum)
show("interaction part of local energy (eV):", E_int)
show("local energy from P (eV):", E_local)
show("local energy from Fock space (eV):", E_fock)
print(f"local energy (J): {E_local * elementary_charge:.5e}")
show("energy of the trial determinant (eV):", E_trial)
show("lowest energy of the model, same sector (eV):", E_ground)
print("verified")
```

Running it gives:

```
sites 4, up electrons 2, down electrons 1
hopping 1.0 eV, U 4.0 eV, gamma 0.5
field x_i:  1.000000 -1.000000  1.000000  1.000000
hopping levels (eV): -1.618034 -0.618034  0.618034  1.618034
trial orbital 1:  0.371748  0.601501  0.601501  0.371748
trial orbital 2:  0.601501  0.371748 -0.371748 -0.601501
up site factors exp(gamma x):  1.648721  0.606531  1.648721  1.648721
down site factors exp(-gamma x):  0.606531  1.648721  0.606531  0.606531
up overlap matrix row 1:  1.271653 -0.233041
up overlap matrix row 2: -0.233041  1.504694
its inverse row 1:  0.809349  0.125349
its inverse row 2:  0.125349  0.684000
up overlap O_up:  1.859141
down overlap O_dn:  0.983599
total overlap:  1.828649
P_up row 1:  0.684847  0.653879  0.092423 -0.223607
P_up row 2:  0.240549  0.268941  0.120274 -0.000000
P_up row 3:  0.092423  0.326939  0.546212  0.447214
P_up row 4: -0.223607 -0.000000  0.447214  0.500000
P_dn row 1:  0.085218  0.137886  0.137886  0.085218
P_dn row 2:  0.374813  0.606460  0.606460  0.374813
P_dn row 3:  0.137886  0.223104  0.223104  0.137886
P_dn row 4:  0.085218  0.137886  0.137886  0.085218
trace P_up, trace P_dn:  2.000000  1.000000
finite step lambda:  0.100000
O_up after exp(lambda c1^dagger c2):  1.903862
(ratio-1)/lambda, equals P_up(2,1):  0.240549
O_up after exp(lambda n1):  1.993047
(ratio-1)/(exp(lambda)-1), equals P_up(1,1):  0.684847
site products P_up(i,i) P_dn(i,i):  0.058361  0.163102  0.121862  0.042609
hopping part of local energy (eV): -3.854102
sum of occupied levels (eV): -3.854102
interaction part of local energy (eV):  1.543739
local energy from P (eV): -2.310363
local energy from Fock space (eV): -2.310363
local energy (J): -3.70161e-19
energy of the trial determinant (eV): -1.854102
lowest energy of the model, same sector (eV): -2.623135
verified
```
